\section*{Thomas-Fermi nonadditive energy and Pauli repulsion of weakly overlapping closed shells}

\section{What a wrong decay does}

In frozen-density embedding two subsystems keep their own densities, and the nonadditive kinetic energy must supply the repulsion that the Pauli principle demands between closed shells. If an approximate functional decays too slowly, it leaves a repulsive tail where the true repulsion has gone. If it is too small at moderate distance, the subsystems approach too closely. Without an asymptotic result, neither error can be read off from agreement at one distance.

The obvious expansion does not give that result. Let the densities be $\rho_A=n_0e^{-2\kappa r_A}$ and $\rho_B=n_0e^{-2\kappa r_B}$, with nuclei a distance $R$ apart. Near $A$ the leading Thomas-Fermi (TF) cross term is proportional to $\rho_A^{2/3}\rho_B$, and there
\[
\rho_B\simeq n_0e^{-2\kappa R}e^{2\kappa r_A\cos\theta},
\]
where $\theta$ is measured from the direction of $B$. This suggests a decay $e^{-2\kappa R}$, the same as that of a squared orbital overlap. But the remaining integral contains $e^{-4\kappa r_A/3+2\kappa r_A\cos\theta}$, which grows toward $B$. The integral diverges, so the main contribution is not near the nucleus.

Hartree atomic units are used, and $x=\kappa R$. Each shell is a doubly occupied orbital
\[
A=\sqrt{\frac{\kappa^3}{\pi}}\,e^{-\kappa r_A},\qquad
B=\sqrt{\frac{\kappa^3}{\pi}}\,e^{-\kappa r_B},\qquad
n_0=\frac{2\kappa^3}{\pi}.
\]
The decay constants are equal and the orbitals are frozen.

\section{Back-of-envelope estimate}

The TF nonadditive kinetic energy is
\begin{equation}
T_{\rm nad}=C_F\int\left[(\rho_A+\rho_B)^{5/3}-\rho_A^{5/3}-\rho_B^{5/3}\right]d^3r,
\qquad C_F=\tfrac{3}{10}(3\pi^2)^{2/3}.
\label{def}
\end{equation}
It is positive, because the sum of two positive numbers raised to a power above one exceeds the sum of their powers.

On the axis between the nuclei $r_B=R-r_A$. On $A$'s side,
\[
\rho_A^{2/3}\rho_B\propto e^{-4\kappa r_A/3-2\kappa(R-r_A)}
=e^{-2\kappa R+2\kappa r_A/3}.
\]
This increases up to the midplane, where it equals $e^{-5\kappa R/3}$. By symmetry it falls again on the other side.

At large $x$ the contributing region has a thickness of a few times $1/\kappa$, independent of $R$. Its area follows from the path length: at a small distance $s$ from the axis in the midplane, $r_A+r_B\simeq R+2s^2/R$. The factor $e^{-5\kappa(r_A+r_B)/3}$ then gives the area
\[
\int_0^\infty 2\pi s\,e^{-10\kappa s^2/(3R)}ds=\frac{3\pi R}{10\kappa}.
\]
With $n_0^{5/3}\propto\kappa^5$, the estimate is $T_{\rm nad}\sim\kappa^2x\,e^{-5x/3}$.

For the overlap $S=\int AB\,d^3r$, the product $AB\propto e^{-\kappa(r_A+r_B)}$ is constant along the whole segment. At a distance $z$ from $A$, $r_A+r_B\simeq R+s^2R/[2z(R-z)]$, and the Gaussian area is $2\pi z(R-z)/(\kappa R)$. Therefore
\[
S\simeq\frac{\kappa^3}{\pi}e^{-x}\int_0^R\frac{2\pi z(R-z)}{\kappa R}\,dz
=\frac{\kappa^3}{\pi}e^{-x}\,\frac{\pi R^2}{3\kappa}=\frac{x^2}{3}e^{-x}.
\]
A repulsion of size $\kappa^2S^2$ decays as $x^4e^{-2x}$. TF has the slower exponential, but the overlap law has a much larger power of $x$. Which is larger at a given distance depends on the coefficients.

\section{Controlled expansion of the TF energy}

Use the spheroidal coordinates $\xi=(r_A+r_B)/R\ge1$ and $\eta=(r_A-r_B)/R\in[-1,1]$, with
$d^3r=(R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$. Since $2\kappa r_A=x\xi+x\eta$ and $2\kappa r_B=x\xi-x\eta$, the bracket in \eqref{def} factorizes into $n_0^{5/3}e^{-5x\xi/3}g(x\eta)$, where
\[
g(u)=(2\cosh u)^{5/3}-2\cosh\frac{5u}{3}.
\]
The angular integral gives $2\pi$. With $\alpha=5x/3$,
\begin{equation}
T_{\rm nad}=C_Fn_0^{5/3}\frac{\pi R^3}{4}
\int_1^\infty d\xi\,e^{-\alpha\xi}\int_{-1}^1d\eta\,(\xi^2-\eta^2)g(x\eta).
\label{reduced}
\end{equation}

For $u>0$, take $e^{5u/3}$ out of the first term of $g$ and expand $(1+e^{-2u})^{5/3}$. The $k=0$ term cancels against the growing part of $2\cosh(5u/3)$:
\[
g(u)=\sum_{k\ge1}\binom{5/3}{k}e^{-(2k-5/3)u}-e^{-5u/3}.
\]
The leading tail is $\tfrac53e^{-u/3}$. Its slow decay makes the second moment large. Using $\int_0^\infty e^{-su}du=1/s$ and $\int_0^\infty u^2e^{-su}du=2/s^3$, and doubling for negative $u$,
\begin{align}
G_0&=\int_{-\infty}^{\infty}g\,du
=2\left[\sum_{k\ge1}\frac{\binom{5/3}{k}}{2k-5/3}-\frac35\right]=9.2526,\\
G_2&=\int_{-\infty}^{\infty}u^2g\,du
=4\left[\sum_{k\ge1}\frac{\binom{5/3}{k}}{(2k-5/3)^3}-\left(\frac35\right)^3\right]=179.31.
\end{align}

The range of $u=x\eta$ is finite, so the parts beyond $|u|=x$ must be removed. With the leading tail of $g$ they are
\begin{align*}
E_0&\simeq\frac{10}{3}\int_x^\infty e^{-u/3}du=10e^{-x/3},\\
E_2&\simeq\frac{10}{3}\int_x^\infty u^2e^{-u/3}du=e^{-x/3}(10x^2+60x+180).
\end{align*}
The next tail comes from the term $-e^{-5u/3}$ of $g$. It adds $-\tfrac65e^{-5x/3}$ to $E_0$ and $-\tfrac65e^{-5x/3}\left(x^2+\tfrac65x+\tfrac{18}{25}\right)$ to $E_2$, and these two pieces cancel exactly in the combination formed below. The first omitted term that survives in the energy is $k=2$, with relative size of order $e^{-7x/3}/x$. The $\eta$ integrals are therefore
\[
\int_{-1}^1g(x\eta)d\eta=\frac{G_0-E_0}{x},\qquad
\int_{-1}^1\eta^2g(x\eta)d\eta=\frac{G_2-E_2}{x^3}.
\]
The $\xi$ integrals are
\[
\int_1^\infty e^{-\alpha\xi}d\xi=\frac{e^{-\alpha}}{\alpha},\qquad
\int_1^\infty\xi^2e^{-\alpha\xi}d\xi
=\frac{e^{-\alpha}}{\alpha}\left(1+\frac2\alpha+\frac2{\alpha^2}\right).
\]
Here $2/\alpha=6/(5x)$ and $2/\alpha^2=18/(25x^2)$. Insertion in \eqref{reduced} gives
\[
T_{\rm nad}\simeq C_Fn_0^{5/3}\frac{\pi R^3}{4}\frac{3e^{-5x/3}}{5x^2}
\left[\left(1+\frac6{5x}+\frac{18}{25x^2}\right)(G_0-E_0)-\frac{G_2-E_2}{x^2}\right].
\]
The two tail terms combine as
\begin{align*}
\frac{E_2}{x^2}-\left(1+\frac6{5x}+\frac{18}{25x^2}\right)E_0
&=e^{-x/3}\left[\frac{60-12}{x}+\frac{180-36/5}{x^2}\right]\\
&=e^{-x/3}\left[\frac{48}{x}+\frac{864}{5x^2}\right].
\end{align*}
Their constant parts cancel because the volume factor vanishes at the ends of the segment. Finally $n_0^{5/3}=(2/\pi)^{5/3}\kappa^5$ and $\kappa^5R^3/x^2=\kappa^2x$, so
\begin{equation}
\begin{aligned}
T_{\rm nad}\simeq{}&c\,\kappa^2x\,e^{-5x/3}\Bigg[1+\frac6{5x}
+\frac{18/25-G_2/G_0}{x^2}\\
&\qquad+\frac{e^{-x/3}}{G_0}\left(\frac{48}{x}+\frac{864}{5x^2}\right)\Bigg],\\
c={}&C_F\left(\frac2\pi\right)^{5/3}\frac{3\pi}{20}G_0=5.898.
\end{aligned}
\label{tf}
\end{equation}
The last term in the bracket restores an $e^{-2x}$ dependence, but only as a correction. Direct three-dimensional quadrature agrees with \eqref{tf} within a relative tolerance of $2\times10^{-4}$ at all five distances used below.

The same axial argument shows what the exponent means. For a local energy density $\rho^p$ with $1<p<2$, the cross term $\rho_A^{p-1}\rho_B$ grows toward the midplane and gives $e^{-p\kappa R}$. The TF power $5/3$ thus becomes the decay exponent. The determinant's energy instead involves the overlap amplitude twice.

\section{The antisymmetrized shells}

Orthonormal combinations of the two frozen orbitals are $\psi_\pm=(A\pm B)/\sqrt{2(1\pm S)}$. For a one-electron operator $h$ with $h_{AA}=h_{BB}$, their expectation values are $(h_{AA}\pm h_{AB})/(1\pm S)$. Filling both twice and subtracting the value $4h_{AA}$ without antisymmetrization gives
\begin{equation}
\Delta E[h]=\frac{4(h_{AA}-Sh_{AB})}{1-S^2}-4h_{AA}
=\frac{4S(Sh_{AA}-h_{AB})}{1-S^2}.
\label{rise}
\end{equation}

The overlap in spheroidal coordinates is
\begin{align*}
S&=\frac{x^3}{4}\int_1^\infty e^{-x\xi}\left(2\xi^2-\frac23\right)d\xi\\
&=\frac{x^3e^{-x}}4\left(\frac4{3x}+\frac4{x^2}+\frac4{x^3}\right)
=\left(1+x+\frac{x^2}{3}\right)e^{-x}.
\end{align*}
Let $K=\langle A|r_B^{-1}|B\rangle$. Because $r_B=R(\xi-\eta)/2$, the volume factor becomes $\xi+\eta$ after division, and its odd part integrates to zero:
\[
K=\kappa^3R^2\int_1^\infty\xi e^{-x\xi}d\xi=\kappa(1+x)e^{-x}.
\]

\subsection{Kinetic energy}

Differentiating the exponential gives $-\tfrac12\nabla^2B=(-\kappa^2/2+\kappa/r_B)B$. Hence $t_{AB}=-\kappa^2S/2+\kappa K$, while $t_{AA}=\kappa^2/2$. Their combination in \eqref{rise} is
\[
St_{AA}-t_{AB}=\kappa^2S-\kappa K=\frac{\kappa^2x^2}{3}e^{-x},
\]
so
\begin{equation}
\Delta T=\frac{4\kappa^2x^2e^{-x}S}{3(1-S^2)}
\longrightarrow4\kappa^2S^2\qquad(x\to\infty).
\label{kin}
\end{equation}
The limit follows from $x^2e^{-x}/3\to S$. It is approached slowly, with a relative correction of about $-3/x$: at $x=24$ the ratio $\Delta T/(4\kappa^2S^2)$ is $0.885$.

This is exact for the determinant of frozen orbitals. It is not the exact nonadditive functional at density $\rho_A+\rho_B$, because antisymmetrization changes the density by
\begin{equation}
\delta\rho=\frac{2[S^2(A^2+B^2)-2SAB]}{1-S^2}.
\label{delta}
\end{equation}
Charge leaves the overlap region and gathers around the nuclei. The associated potential energy is also of order $S^2$ and cannot be dropped from the total repulsion.

\subsection{Total Pauli energy in a model}

Take independent electrons in the wells $-\kappa/r_A-\kappa/r_B$. Each orbital is then the ground state of its own well. The attraction of a frozen shell to the other well involves
\begin{align*}
J=\langle A|r_B^{-1}|A\rangle
&=\frac1R\int_0^R4\kappa^3r^2e^{-2\kappa r}dr+\int_R^\infty4\kappa^3re^{-2\kappa r}dr\\
&=\frac\kappa x\left[1-(1+2x+2x^2)e^{-2x}\right]+\kappa(1+2x)e^{-2x}\\
&=\frac\kappa x\left[1-(1+x)e^{-2x}\right].
\end{align*}
The first integral is the charge inside radius $R$ acting as if at the center; the second is the potential of the outer shells.

Now $h_{AA}=-\kappa^2/2-\kappa J$ and $h_{AB}=-\kappa^2S/2-\kappa K$. In \eqref{rise} the terms in $\kappa^2S/2$ cancel, leaving
\begin{equation}
E_P=\frac{4\kappa S(K-SJ)}{1-S^2}
\longrightarrow\frac{8\kappa^2S^2}{x}=\frac{8\kappa S^2}{R}.
\label{pauli}
\end{equation}
For the limit, $K/S\to3\kappa/x$ and $J\to\kappa/x$. The classical attraction $-4\kappa J$ is part of $4h_{AA}$ and has been subtracted. Thus $E_P$ occupies the same place in the energy balance as the nonadditive kinetic term does in a frozen-density calculation. It is not the value of the exact nonadditive functional: that functional is taken at the density $\rho_A+\rho_B$, whereas $E_P$ belongs to the determinant, whose density is $\rho_A+\rho_B+\delta\rho$.

At large distance the potential energy of $\delta\rho$ cancels most of the kinetic rise. The factor $8/x$ belongs to independent electrons in these long-range wells; electron repulsion and orbital relaxation are absent.

\section{Comparing the distance dependence}

Define a local decay rate by $\lambda=-\kappa^{-1}d\ln E/dR=-d\ln E/dx$. The leading laws give
\[
\lambda_{\rm TF}=\frac53-\frac1x,\qquad
\lambda_{\Delta T}=2-\frac4x,\qquad
\lambda_P=2-\frac3x.
\]
TF decays more slowly than $\Delta T$ when $1/3>3/x$, or $x>9$. For smaller $x$ the large power in $\Delta T$ reverses the order. With the full expressions the turning point is at $x=7.31$, where $T_{\rm nad}/\Delta T$ has its smallest value found in the searched range $4\le x\le14$, namely $0.240$.

Take the round value $\kappa=1.5\,\mathrm{bohr}^{-1}$ and $R=4$ bohr, so $x=6$. The overlap is $S=19e^{-6}=0.0471$. The bracket in \eqref{tf} is $1+0.200-0.518+0.187=0.869$, and
\[
T_{\rm nad}\simeq5.898(2.25)(6)e^{-10}(0.869)
=3.14\times10^{-3}\ \text{hartree}.
\]
The kinetic rise from \eqref{kin} is
\[
\Delta T=\frac{4(2.25)(36)e^{-6}(0.0471)}{3(1-0.0471^2)}
=1.26\times10^{-2}\ \text{hartree}.
\]
For \eqref{pauli}, $K/\kappa=7e^{-6}=0.01735$ and $SJ/\kappa=0.00785$, giving
\[
E_P=\frac{4(2.25)(0.0471)(0.01735-0.00785)}{1-0.0471^2}
=4.04\times10^{-3}\ \text{hartree}.
\]
These energies are about 85, 344 and 110 meV, respectively. TF gives a quarter of the kinetic rise but 78\% of the model's Pauli energy. This fraction, and the crossing with $E_P$ found below, belong to independent electrons in unscreened wells. For two neutral helium atoms with frozen Hartree-Fock orbitals, TF already exceeds the first-order exchange repulsion at 3 bohr, and the ratio is about 1.4 at 4 bohr and 4.3 at 8 bohr. With interacting electrons a nonadditive exchange term also enters the frozen-density balance.

The ratios at the five distances are as follows. The last column compares TF and the determinant at the same density, as explained below.

\begin{center}
\begin{tabular}{rrrrr}
$R$/bohr & $x$ & $T_{\rm nad}/\Delta T$ & $T_{\rm nad}/E_P$ & same density\\
4 & 6 & 0.249 & 0.778 & 0.998\\
6 & 9 & 0.252 & 1.154 & 1.078\\
8 & 12 & 0.324 & 1.962 & 1.167\\
12 & 18 & 0.788 & 7.129 & 1.629\\
16 & 24 & 2.577 & 31.00 & 3.408
\end{tabular}
\end{center}

TF overtakes $E_P$ at $R=5.37$ bohr, but overtakes $\Delta T$ only at $R=12.87$ bohr. At $R=12$ bohr both kinetic quantities are already of order $10^{-11}$ hartree. The second crossing therefore establishes the asymptotic order but has little energetic consequence. The excess over $E_P$ appears earlier: at $R=8$ bohr TF is about twice as large, with $T_{\rm nad}=3.2\times10^{-7}$ hartree. In absolute terms this excess is also small. It peaks at about 0.14 meV near $R=5.8$ bohr, against a deficit of 24 meV at $R=4$ bohr.

The spatial origin of the slow tail can be measured. The region $|r_A-r_B|<R/2$ supplies 80\% of $T_{\rm nad}$ at $x=6$ and 98.7\% at $x=24$. The value at $x=6$ says little, since the product $AB$, which is flat along the segment, already puts 62\% of its weight in this region. The layer reaches a fixed thickness only at large $x$: the root-mean-square value of $u=\kappa(r_A-r_B)$ is 2.3 at $x=6$ and 4.1 at $x=24$, and it tends to $\sqrt{G_2/G_0}=4.4$.

\section{Removing the density mismatch}

The comparison of $T_{\rm nad}$ with $\Delta T$ mixes two effects: the difference between TF and the determinant's kinetic energy at a given density, and the density change $\delta\rho$. To separate them, evaluate TF at the determinant's density and subtract two isolated TF energies. To first order this adds
\[
D=\frac53C_F\int(\rho_A+\rho_B)^{2/3}\delta\rho\,d^3r.
\]
At large $x$ the leading contributions come from near the nuclei. Near $A$, keep $\delta\rho\simeq2S^2A^2-4SAB$, and double the result for the other side. The first part is
\[
2\cdot\frac53C_FS^2\int\rho_A^{2/3}(2A^2)d^3r=\frac{10}{3}S^2T_A,
\qquad T_A=C_F\int\rho_A^{5/3}d^3r.
\]
For the second part use $B\simeq Ae^{-x}e^{\kappa r(1+\cos\theta)}$. Its magnitude relative to the first is $(2e^{-x}/S)(I_1/I_0)$, where
\begin{align*}
I_0&=\int e^{-10\kappa r/3}d^3r=\frac{8\pi}{(10\kappa/3)^3}
=\frac{27\pi}{125\kappa^3},\\
I_1&=\int e^{-7\kappa r/3+\kappa r\cos\theta}d^3r
=\frac{4\pi}{\kappa}\int_0^\infty r\sinh(\kappa r)e^{-7\kappa r/3}dr\\
&=\frac{2\pi}{\kappa^3}\left(\frac9{16}-\frac9{100}\right)
=\frac{189\pi}{200\kappa^3}.
\end{align*}
Thus $I_1/I_0=35/8$. This integral converges, unlike the one in the opening expansion, because $7/3>1$. The result is
\begin{equation}
D\simeq\frac{10}{3}T_AS^2\left(1-\frac{35}{4}\frac{e^{-x}}S\right).
\label{density}
\end{equation}

For $\kappa=1.5\,\mathrm{bohr}^{-1}$, $T_A=2.065$ hartree. At $R=16$ bohr, \eqref{density} gives $4.43\times10^{-16}$ hartree, against $4.44\times10^{-16}$ from direct integration.

Since $D$ is of order $S^2$, it leaves the slower $e^{-5x/3}$ term of TF in place. At moderate distance, however, it matters greatly. The last column of the table is obtained by direct integration of the full TF energy at $\rho_A+\rho_B+\delta\rho$, without linearizing in $\delta\rho$. At $R=4$ bohr this raises the TF-to-kinetic ratio from $0.249$ to $0.998$; the large-distance form \eqref{density} is not accurate at this distance and would give $0.90$. The apparent deficit there is therefore mostly a density mismatch. The near equality at this one distance does not persist: the same-density ratio reaches $3.41$ at $R=16$ bohr, where the slower TF exponential has taken over. The reference in all these ratios is the determinant of frozen orbitals. Its kinetic energy is only an upper bound to the noninteracting functional at its own density, since that functional is the minimum over all determinants with that density, so the decay of the exact nonadditive functional is not determined here.

\section*{Computed values}
\begin{verbatim}
kappa = 1.500 bohr^-1
TF constant C_F = 2.871234 (atomic units)
G0 = 9.252582, G2 = 179.30816, G2/G0 = 19.37926 (no unit)
prefactor c = 5.89802 (no unit)
TF kinetic energy of one shell = 2.065324 hartree
R = 4.0 bohr, x = 6.0, S = 4.70963e-02
  TF nonadditive = 3.14101e-03 hartree
  exact kinetic rise = 1.26360e-02 hartree
  total Pauli energy = 4.03663e-03 hartree
  TF/kinetic = 0.2486, TF/Pauli = 0.7781
  same-density TF/kinetic = 0.9981
  rates/kappa: TF 1.4607, kinetic 1.4068, Pauli 1.5590
R = 6.0 bohr, x = 9.0, S = 4.56616e-03
  TF nonadditive = 3.44584e-05 hartree
  exact kinetic rise = 1.36936e-04 hartree
  total Pauli energy = 2.98666e-05 hartree
  TF/kinetic = 0.2516, TF/Pauli = 1.1537
  same-density TF/kinetic = 1.0778
  rates/kappa: TF 1.5373, kinetic 1.5886, Pauli 1.6955
R = 8.0 bohr, x = 12.0, S = 3.74797e-04
  TF nonadditive = 3.21902e-07 hartree
  exact kinetic rise = 9.94824e-07 hartree
  total Pauli energy = 1.64077e-07 hartree
  TF/kinetic = 0.3236, TF/Pauli = 1.9619
  same-density TF/kinetic = 1.1668
  rates/kappa: TF 1.5744, kinetic 1.6858, Pauli 1.7674
R = 12.0 bohr, x = 18.0, S = 1.93421e-06
  TF nonadditive = 2.25746e-11 hartree
  exact kinetic rise = 2.86331e-11 hartree
  total Pauli energy = 3.16673e-12 hartree
  TF/kinetic = 0.7884, TF/Pauli = 7.1287
  same-density TF/kinetic = 1.6290
  rates/kappa: TF 1.6088, kinetic 1.7865, Pauli 1.8416
R = 16.0 bohr, x = 24.0, S = 8.19204e-09
  TF nonadditive = 1.37701e-15 hartree
  exact kinetic rise = 5.34402e-16 hartree
  total Pauli energy = 4.44176e-17 hartree
  TF/kinetic = 2.5767, TF/Pauli = 31.0014
  same-density TF/kinetic = 3.4077
  rates/kappa: TF 1.6244, kinetic 1.8383, Pauli 1.8798
R = 4 bohr in meV: TF 85.471, kinetic 343.842, Pauli 109.842
TF share from |r_A-r_B| < R/2 at x = 6: 0.7991
TF share from |r_A-r_B| < R/2 at x = 24: 0.9874
kinetic rise/(4 kappa^2 S^2) at x = 24: 0.8848
Pauli energy/(8 kappa^2 S^2/x) at x = 24: 0.8825
density-change TF term at R = 16 bohr: 4.44079e-16 hartree
  its large-distance formula: 4.43381e-16 hartree
smallest TF/kinetic = 0.2403 at x = 7.3072, R = 4.8715 bohr
TF = kinetic rise at x = 19.3018, R = 12.8679 bohr
TF = Pauli energy at x = 8.0523, R = 5.3682 bohr
\end{verbatim}
